# From a transparency dip to an Autler-Townes doublet in a Lambda system

## 1. Definitions and conventions

An atom has two lower states, 1 and 2, and one excited state, 3. A weak probe of frequency $\omega_p$ drives 1-3. A control field of frequency $\omega_c$ drives 2-3. Direct transitions between 1 and 2 are absent. Atomic units are used in the algebra, so $\hbar=1$ and $\varepsilon_0=1/4\pi$.

The detunings are

$$\Delta_p=\omega_p-\omega_{31},\quad \Delta_c=\omega_c-\omega_{32},\quad \delta=\Delta_p-\Delta_c .$$

The probe field is $E\cos\omega_pt$ and $d$ is the component of the 1-3 dipole along it. The Rabi frequencies are dipole times field amplitude: $\Omega_p=dE$ for the probe and $\Omega$ for the control, both taken real and positive.

The susceptibility $\chi$ relates the polarization to the probe:

$$P(t)=\frac{1}{8\pi}\left(\chi E e^{-i\omega_pt}+\text{c.c.}\right).$$

With this sign of the exponent, $\mathrm{Im}\,\chi>0$ means absorption. Indeed, writing $\chi=\chi'+i\chi''$ gives $P=(E/4\pi)(\chi'\cos\omega_pt+\chi''\sin\omega_pt)$. The average of $E\cos\omega_pt\;dP/dt$ is then $\omega_p\chi''E^2/8\pi$, the power absorbed per volume. Division by the energy flux $cE^2/8\pi$ gives the absorption coefficient $(\omega_p/c)\chi''$.

The atoms are at rest, and the gas is dilute enough for local-field corrections to be neglected.

## 2. The simple case: no control field

**The natural width.** In a box of volume $V$, let one mode have the field operator amplitude $\mathcal E$, so that its vacuum mean square field is $\mathcal E^2$. Electric and magnetic energies are equal, so the mode energy is $2V\mathcal E^2/8\pi$. This must be $\omega/2$, hence $\mathcal E^2=2\pi\omega/V$.

The golden rule needs the sum of $\mathcal E^2|\mathbf d\cdot\mathbf e|^2$ over modes. The two polarizations $\mathbf e$ together give $d^2\sin^2\theta$, whose integral over directions is $8\pi d^2/3$. The number of wave vectors per frequency and solid angle is $V\omega^2/(2\pi c)^3$. For one decay channel with dipole length $d$,

$$\Gamma_j=2\pi\,\frac{2\pi\omega}{V}\,\frac{V\omega^2}{8\pi^3c^3}\,\frac{8\pi d^2}{3}=\frac{4\omega^3d^2}{3c^3}.$$

The total width of state 3 is $\Gamma=\Gamma_1+\Gamma_2$, for decay to 1 and to 2. The channels are treated as independent, which is justified when their frequencies differ by much more than $\Gamma$.

**Decay of coherences.** Each decay process is described by a jump operator $L$, which adds $L\rho L^\dagger-\tfrac12(L^\dagger L\rho+\rho L^\dagger L)$ to $d\rho/dt$. For $L=\sqrt{\Gamma_j}\,|j\rangle\langle3|$ the first term feeds the population of $j$ alone. The second removes $\rho_{31}$ at rate $\Gamma_j/2$. Both channels together give

$$\gamma_{31}=\Gamma/2 .$$

Fluctuations of the energy of state 2 are described by $L=\sqrt{2\gamma_{21}}\,|2\rangle\langle2|$. In the same way, this damps $\rho_{21}$ at rate $\gamma_{21}$ and leaves $\rho_{31}$ alone.

**The bare line.** For an atom prepared in state 1, the equation derived in the next section reduces without control to $(\gamma_{31}-i\Delta_p)\rho_{31}=i\Omega_p/2$. The absorption is then proportional to

$$\mathrm{Re}\,\frac{1}{\gamma_{31}-i\Delta_p}=\frac{\gamma_{31}}{\gamma_{31}^2+\Delta_p^2},$$

a Lorentzian of full width $2\gamma_{31}=\Gamma$. The preparation matters: with the control strictly off, the probe would slowly pump atoms into state 2, where they stay.

## 3. Control on: the susceptibility

Let the energy of state 1 be zero. The amplitudes are written as $c_1=b_1$, $c_3=b_3e^{-i\omega_pt}$ and $c_2=b_2e^{-i(\omega_p-\omega_c)t}$. The new amplitudes have energies $\omega_{31}-\omega_p=-\Delta_p$ for state 3 and $\omega_{21}-\omega_p+\omega_c=-\delta$ for state 2.

The probe coupling becomes $-\Omega_p\cos(\omega_pt)\,e^{i\omega_pt}=-\tfrac12\Omega_p(1+e^{2i\omega_pt})$, and the control coupling has the same form. The rotating-wave approximation drops the fast terms. It requires Rabi frequencies and detunings small against the optical frequencies. The model also assumes that each field drives only its own transition. Unless selection rules forbid it, the control couples 1 to 3 as well, detuned by $\omega_{21}$, and for equal dipoles shifts state 1 by about $\Omega^2/4\omega_{21}$. This is $10^{-13}$ eV for the strongest control of section 7, but $3.6\times10^{-10}$ eV for the same control and a hyperfine-size splitting of $2.8\times10^{-5}$ eV. What remains is

$$H_{33}=-\Delta_p,\quad H_{22}=-\delta,\quad H_{31}=-\tfrac12\Omega_p,\quad H_{32}=-\tfrac12\Omega .$$

From $d\rho/dt=-i[H,\rho]$ plus damping,

$$\dot\rho_{31}=-(\gamma_{31}-i\Delta_p)\rho_{31}+\tfrac i2\Omega\rho_{21}+\tfrac i2\Omega_p(\rho_{11}-\rho_{33}),$$

$$\dot\rho_{21}=-(\gamma_{21}-i\delta)\rho_{21}+\tfrac i2\Omega\rho_{31}-\tfrac i2\Omega_p\rho_{23}.$$

At zeroth order in the probe, the control moves any population of state 2 to state 3, from which part decays to 1. Nothing leaves state 1. The steady state is therefore $\rho_{11}=1$ with all other elements zero. Since $\rho_{33}$ and $\rho_{23}$ vanish at this order, their products with $\Omega_p$ are at least second order. The first-order steady state obeys

$$(\gamma_{31}-i\Delta_p)\rho_{31}=\tfrac i2\Omega_p+\tfrac i2\Omega\rho_{21},\qquad(\gamma_{21}-i\delta)\rho_{21}=\tfrac i2\Omega\rho_{31}.$$

Inserting $\rho_{21}$ from the second equation into the first produces the factor $(i\Omega/2)^2=-\Omega^2/4$. Moved to the left side, it gives

$$\left[\gamma_{31}-i\Delta_p+\frac{\Omega^2/4}{\gamma_{21}-i\delta}\right]\rho_{31}=\frac{i\Omega_p}{2}.$$

For $N$ atoms per volume, $P=Nd(\rho_{31}e^{-i\omega_pt}+\text{c.c.})$. Comparison with the definition of $\chi$ gives $\chi=8\pi Nd\rho_{31}/E=8\pi Nd^2\rho_{31}/\Omega_p$, so

$$\boxed{\chi=\frac{4\pi Nd^2\,i}{\gamma_{31}-i\Delta_p+\dfrac{\Omega^2/4}{\gamma_{21}-i\delta}}}$$

**Check by energy.** The Hamiltonian part of $\dot\rho_{11}$ is $-\Omega_p\,\mathrm{Im}\,\rho_{31}$, so each atom absorbs probe photons at the rate $R=\Omega_p\,\mathrm{Im}\,\rho_{31}$. Equating $N\omega_pR$ to $\omega_p\chi''E^2/8\pi$ gives $\chi''=8\pi NR/E^2$, in agreement with the result above. In the steady state $R$ also equals the return rate $\Gamma_1\rho_{33}$. The numerical check tests the prefactor through this second expression. It also compares $\chi$ with the steady state of the full master equation, within the same rotating-wave model.

**Why the medium becomes transparent.** At $\delta=0$ and $\gamma_{21}=0$, the second equation forces $\rho_{31}=0$, and the first then gives $\rho_{21}=-\Omega_p/\Omega$. The drive of $\rho_{31}$ by the probe is cancelled by the drive that comes through state 2. This is the interference behind the transparency.

**Range of validity.** The coherence just found belongs to a state with population of order $(\Omega_p/\Omega)^2$ in state 2. A weak probe must therefore satisfy $\Omega_p\ll\Omega$, as well as $\Omega_p\ll\gamma_{31}$ to avoid saturation. Away from $\delta=0$ the probe also pumps population into state 2. Take $\Delta_c=0$, $\gamma_{21}=0$ and $\Delta_p=\Omega/2$. The boxed result then gives $\rho_{31}=i\Omega_p/2\gamma_{31}$ and $\rho_{21}=-\rho_{31}$, so $\Gamma_1\rho_{33}=R=\Omega_p^2/2\gamma_{31}$. The steady state of $\dot\rho_{32}=-\gamma_{31}\rho_{32}+\tfrac i2\Omega(\rho_{22}-\rho_{33})+\tfrac i2\Omega_p\rho_{12}$, whose last term is real here, gives $\mathrm{Im}\,\rho_{32}=\Omega(\rho_{22}-\rho_{33})/2\gamma_{31}$. The balance $\Omega\,\mathrm{Im}\,\rho_{32}=\Gamma_2\rho_{33}$ for state 2 then gives $\rho_{22}-\rho_{33}=(\Gamma_2/\Gamma_1)(\Omega_p/\Omega)^2$. When $\Gamma_2\gg\Gamma_1$ the conditions are therefore stricter: $\Omega_p^2\ll(\Gamma_1/\Gamma_2)\,\Omega^2$ and $\Omega_p^2\ll\gamma_{31}\Gamma_1$. These conditions were obtained for $\gamma_{21}=0$. Ground dephasing damps $\rho_{32}$ at the rate $\gamma_{31}+\gamma_{21}$ and slows the return from state 2, so for a weak control the pumped population grows by up to a factor of about $1+\gamma_{21}/\gamma_{31}$. The conditions also assume a resonant control and do not suffice for a detuned one. For $|\Delta_c|\gg\Omega,\gamma_{31}$ and $\gamma_{21}=0$, state 2 carries an admixture $\Omega^2/4\Delta_c^2$ of state 3. Near the two-photon peak, states 1 and 2 then act as a two-level system with Rabi frequency $\Omega_p\Omega/2|\Delta_c|$, coherence decay $\gamma_{31}\Omega^2/4\Delta_c^2$ and return rate $\Gamma_1\Omega^2/4\Delta_c^2$. The squared Rabi frequency divided by the product of the two rates is the saturation parameter, so the probe must also satisfy $4\Omega_p^2\Delta_c^2\ll\gamma_{31}\Gamma_1\Omega^2$. The program tests, for one set of parameters, that the error falls by a factor close to four when the probe amplitude is halved.

## 4. Resonant control without ground dephasing

From here on $\Delta_c=0$, so $\Delta_p=\delta=\Delta$. The line shape is $A=\mathrm{Im}\,\chi/(4\pi Nd^2)$. For $\gamma_{21}=0$ the control term is $(\Omega^2/4)/(-i\Delta)=i\Omega^2/(4\Delta)$. The denominator becomes $\gamma_{31}-iu$ with

$$u=\Delta-\frac{\Omega^2}{4\Delta},\qquad A=\frac{\gamma_{31}}{\gamma_{31}^2+u^2}.$$

The absorption is the bare Lorentzian in a distorted variable. Three results follow.

- **Maxima.** They lie at $u=0$, that is at $\Delta=\pm\Omega/2$, with the height $1/\gamma_{31}$ of the bare line.
- **Widths.** Half height means $u=\pm\gamma_{31}$, or $\Delta^2\mp\gamma_{31}\Delta-\Omega^2/4=0$. The positive solutions are $\Delta=\tfrac12\left(\sqrt{\gamma_{31}^2+\Omega^2}\pm\gamma_{31}\right)$. Each peak has full width $\gamma_{31}$, half that of the bare line.
- **Window.** The distance between the two inner half-height points is

$$\boxed{w=\sqrt{\gamma_{31}^2+\Omega^2}-\gamma_{31}}$$

For a weak control, expansion of the root gives $w\approx\Omega^2/(2\gamma_{31})$, a dip much narrower than the natural width. For a strong control $w\approx\Omega-\gamma_{31}$, the gap between two lines a distance $\Omega$ apart, each of full width $\gamma_{31}$. The passage is smooth. If "resolved" is taken to mean that the window is wider than one peak, $w>\gamma_{31}$, then the doublet is resolved for $\Omega>\sqrt3\,\gamma_{31}$. This is a convention, since nothing abrupt happens there.

The maxima are $\Omega$ apart in both regimes, so the law for their position keeps one form throughout. The poles of $\chi$ do change form, as the next section shows.

## 5. General ground dephasing: poles and interference

Let $S=\gamma_{31}+\gamma_{21}$ and $M=\gamma_{31}\gamma_{21}+\Omega^2/4$. Multiplying numerator and denominator of $\chi$ by $\gamma_{21}-i\Delta$ gives

$$A=\mathrm{Re}\,\frac{\gamma_{21}-i\Delta}{M-\Delta^2-iS\Delta}=\frac{\gamma_{21}M+\gamma_{31}\Delta^2}{(M-\Delta^2)^2+S^2\Delta^2}.$$

The numerator came from $\gamma_{21}(M-\Delta^2)+S\Delta^2$ with $S-\gamma_{21}=\gamma_{31}$. For $M>0$ the denominator is positive at every real $\Delta$, so the spectrum changes smoothly with $\Omega$.

Without the probe, the coupled coherences decay as $e^{-\lambda t}$ with $(\gamma_{31}-\lambda)(\gamma_{21}-\lambda)+\Omega^2/4=0$. This is $\lambda^2-S\lambda+M=0$. Since $S^2-4M=(\gamma_{31}-\gamma_{21})^2-\Omega^2$,

$$\lambda_\pm=\tfrac12S\pm\tfrac12\sqrt{(\gamma_{31}-\gamma_{21})^2-\Omega^2}.$$

The denominator factorizes as $(\lambda_+-i\Delta)(\lambda_--i\Delta)$, because $\lambda_++\lambda_-=S$ and $\lambda_+\lambda_-=M$. Partial fractions give

$$A=\mathrm{Re}\left[\frac{r_+}{\lambda_+-i\Delta}+\frac{r_-}{\lambda_--i\Delta}\right],\quad r_+=\frac{\lambda_+-\gamma_{21}}{\lambda_+-\lambda_-},\quad r_-=\frac{\gamma_{21}-\lambda_-}{\lambda_+-\lambda_-}.$$

**Area.** Over symmetric limits the integral of $1/(\lambda-i\Delta)$ tends to $\pi$ when $\mathrm{Re}\,\lambda>0$. Since $r_++r_-=1$, the area of $A$ is $\pi$ for every $\Omega$. The control redistributes the absorption over frequency without changing its total.

**Below the pole threshold.** Take $\gamma_{21}<\gamma_{31}$ and $\Omega<\gamma_{31}-\gamma_{21}$. Both $\lambda$ are real, and $(\gamma_{31}-\lambda)(\lambda-\gamma_{21})=\Omega^2/4>0$ places them between $\gamma_{21}$ and $\gamma_{31}$. Hence $r_+>0$ and $r_-<0$. The spectrum is a broad Lorentzian minus a narrow one, both centred at $\Delta=0$. A negative line cannot be the absorption of a separate level. It expresses destructive interference.

**Above the pole threshold.** For $\Omega>|\gamma_{31}-\gamma_{21}|$ let $\beta=\tfrac12\sqrt{\Omega^2-(\gamma_{31}-\gamma_{21})^2}$. Then $\lambda_\pm=\tfrac12S\pm i\beta$ and $r_\pm=\tfrac12\mp iq$, with $q=(\gamma_{31}-\gamma_{21})/(4\beta)$. The real part of each fraction follows after multiplication by the conjugate denominator:

$$A=\frac{S/4+q(\Delta-\beta)}{S^2/4+(\Delta-\beta)^2}+\frac{S/4-q(\Delta+\beta)}{S^2/4+(\Delta+\beta)^2}.$$

The terms with $S/4$ are two ordinary Lorentzians at $\pm\beta$. The terms with $q$ are dispersive and carry the interference. They lower the central absorption for $\gamma_{21}<\gamma_{31}$ and raise it for $\gamma_{21}>\gamma_{31}$, where $q$ is negative. At the centre both denominators equal $S^2/4+\beta^2=M$, so

$$A(0)=\frac{S}{2M}-\frac{\gamma_{31}-\gamma_{21}}{2M}=\frac{\gamma_{21}}{M}.$$

For small $\gamma_{21}$ the interference still cancels nearly all of the central absorption, however strong the control. What fades is its weight in the whole spectrum. Near $\Delta=\beta$ the dispersive term is largest at $|\Delta-\beta|=S/2$, where its size is $q/S$. For $\gamma_{21}=0$ and $\Omega\gg\gamma_{31}$ this is $1/(4\beta)\approx1/(2\Omega)$, which relative to the peak height $1/\gamma_{31}$ is $\gamma_{31}/(2\Omega)$. The other dispersive term is smaller there by a factor of order $\gamma_{31}/\Omega$. In this limit the spectrum becomes two Lorentzians at $\pm\Omega/2$, the Autler-Townes doublet.

At the threshold itself $\lambda_+=\lambda_-$, and $r_\pm$ diverge with opposite signs while their combined contribution stays finite. The threshold marks a change in the decomposition, with no jump in the spectrum.

## 6. When does a dip exist?

With $x=\Delta^2$ the line shape is $A=(\gamma_{21}M+\gamma_{31}x)/[M^2+(S^2-2M)x+x^2]$. Setting $dA/dx=0$ gives

$$\gamma_{31}\left[M^2+(S^2-2M)x+x^2\right]=(\gamma_{21}M+\gamma_{31}x)(S^2-2M+2x).$$

The terms $\gamma_{31}(S^2-2M)x$ cancel, and the rest is

$$\gamma_{31}x^2+2\gamma_{21}Mx+\gamma_{21}M(S^2-2M)-\gamma_{31}M^2=0.$$

The first two coefficients are not negative. A positive root, and with it a pair of side maxima, therefore exists if and only if the constant term is negative: $M(\gamma_{31}+2\gamma_{21})>\gamma_{21}S^2$. Inserting $M$ and using $S^2-\gamma_{31}^2-2\gamma_{31}\gamma_{21}=\gamma_{21}^2$ gives

$$\frac{\Omega^2}{4}>\frac{\gamma_{21}^3}{\gamma_{31}+2\gamma_{21}}.$$

For $\gamma_{21}<\gamma_{31}$ this can be compared with the pole threshold. The dip opens first if $4\gamma_{21}^3<(\gamma_{31}-\gamma_{21})^2(\gamma_{31}+2\gamma_{21})$. Expanding and factorizing turns this into $(\gamma_{31}-2\gamma_{21})(\gamma_{31}+\gamma_{21})^2>0$. A dip below the pole threshold thus requires $\gamma_{21}<\gamma_{31}/2$.

A dip may be shallow. Relative to the bare line centre, the central absorption is $\gamma_{31}\gamma_{21}/M$, so deep transparency requires $\Omega^2\gg4\gamma_{31}\gamma_{21}$.

**A case without interference.** For $\gamma_{21}=\gamma_{31}$ one has $q=0$, and $A$ is the sum of two ordinary Lorentzians at $\pm\Omega/2$ with half width $\gamma_{31}$. A dip then needs $\Omega>2\gamma_{31}/\sqrt3\approx1.155\,\gamma_{31}$. The narrow dip of a weak control is lost, while the doublet of a strong control survives. Two maxima alone therefore do not prove interference.

## 7. A model atom in numbers

The transition energies are 2.0 eV (3-1) and 1.9 eV (3-2). Both dipoles are 1 e·angstrom, the 1-3 dipole lying along the probe field, and the density is $10^{-14}$ angstrom$^{-3}$. The decay formula gives $\Gamma_1=1.999\times10^{-8}$ eV and $\Gamma_2=1.714\times10^{-8}$ eV. Their ratio is $(2.0/1.9)^3=1.166$, as the cubic law requires. Then

$$\gamma_{31}=\tfrac12(1.999+1.714)\times10^{-8}=1.8565\times10^{-8}\ \text{eV}.$$

The ground dephasing is set to $\gamma_{21}=10^{-11}$ eV, which puts the pole threshold at $1.8555\times10^{-8}$ eV. The bare line has $\mathrm{Im}\,\chi=9.75\times10^{-5}$ at its centre, small enough for the dilute-gas treatment, and an absorption coefficient of $9.88\times10^{-8}$ angstrom$^{-1}$. Absorptions below are relative to this line centre.

**Weak control, $\Omega=4\times10^{-9}$ eV.** The pole half widths are $1.83\times10^{-8}$ and $2.28\times10^{-10}$ eV. At the centre the broad line contributes 1.024 and the narrow one $-0.980$, which leaves 0.044. The window formula gives

$$w=\left(\sqrt{1.8565^2+0.4^2}-1.8565\right)\times10^{-8}=4.26\times10^{-10}\ \text{eV},$$

or $1.57\times10^{-11}$ hartree. The width found numerically with the actual $\gamma_{21}$, taken at half the absorption of the bare line centre, is about 0.1 percent smaller than this formula value. The window is some 90 times narrower than $\Gamma$. These numbers hold for atoms at rest, which here means a very cold gas. Even for copropagating beams a velocity $v$ shifts $\delta$ by $(\omega_p-\omega_c)v/c$. For a mass of 87 u the central absorption, relative to the velocity-averaged bare line centre, rises from 0.044 to 0.064 at 100 microkelvin and to 0.63 at 10 millikelvin, and the window is absent at room temperature.

**Intermediate control, $\Omega=2\times10^{-8}$ eV.** The poles have just split, to $\pm3.73\times10^{-9}$ eV, but their half width of $9.29\times10^{-9}$ eV exceeds this displacement. The maxima of the absorption lie much further out, at $\pm1.00\times10^{-8}$ eV. At the centre the ordinary Lorentzians give 1.721 and the interference $-1.719$. The two pole Lorentzians alone show no dip, so in this decomposition the dip comes from the interference terms, although the pole threshold has been passed. The size of each part depends on the decomposition: two Lorentzians of the same half width placed at the dressed energies $\pm\Omega/2$ would leave 0.93 at the centre, a shallow dip to 0.78 of their maximum. In either picture the nearly complete transparency, 0.002 at the centre, needs the interference. The window is $8.72\times10^{-9}$ eV ($3.21\times10^{-10}$ hartree), less than $\gamma_{31}$, so the doublet is not resolved in the sense of section 4.

**Strong control, $\Omega=2\times10^{-7}$ eV.** The poles at $\pm9.96\times10^{-8}$ eV nearly coincide with the maxima at $\pm1.00\times10^{-7}$ eV. The window is $1.82\times10^{-7}$ eV ($6.70\times10^{-9}$ hartree), about ten times the width of a peak. Two ordinary Lorentzians alone would leave 0.017 at the centre. Interference lowers this to $1.9\times10^{-5}$, a change that is small on the scale of the peaks.

Raising $\gamma_{21}$ to $\gamma_{31}$ separates the cases. The ratio of central to maximal absorption becomes 1 for the first two controls, whose $\Omega/\gamma_{31}$ of 0.22 and 1.08 lie below 1.155. For the strong control it is 0.066, and the doublet remains.

A finite probe was examined at the weakest control, with $\Omega_p=\Omega/20=2\times10^{-10}$ eV. The full master equation lowers the peak absorption by 0.23 percent relative to the weak-probe formula. Most of this is the pumping into state 2 estimated in section 3, $(\Gamma_2/\Gamma_1)(\Omega_p/\Omega)^2=0.857\times0.25=0.21$ percent.

## Numbers as computed

```
Transition energies 3-1, 3-2: 2.0, 1.9 eV
Transition dipole, both: 1.0 e angstrom
Number density: 1.0e-14 angstrom^-3
Radiative width 3 to 1: 1.9990e-08 eV
Radiative width 3 to 2: 1.7139e-08 eV
Total width Gamma: 3.7130e-08 eV
Coherence decay g31: 1.8565e-08 eV
Coherence decay g21: 1.0e-11 eV
Pole threshold g31-g21: 1.8555e-08 eV
Smallest control Rabi energy for a dip: 4.639e-13 eV
Im chi, line centre, no control: 9.7470e-05 (no unit)
Absorption coefficient there: 9.8790e-08 angstrom^-1
Absorptions below are relative to that bare line centre (no unit)
Control Rabi energy: 4.0e-09 eV, over g31: 0.2155
  pole half widths: 1.8347e-08, 2.2814e-10 eV
  centre parts (broad, narrow line): 1.02407, -0.97972
  absorption at centre: 4.435e-02
  maxima at: +/-2.0228e-09 eV, height 0.9995
  window width: 4.2558e-10 eV = 1.5640e-11 hartree
  window formula for g21=0: 4.2603e-10 eV
  centre/maximum if g21 were g31: 1.0000
Control Rabi energy: 2.0e-08 eV, over g31: 1.0773
  pole positions: +/-3.7322e-09 eV, half width 9.2874e-09 eV
  centre parts (plain doublet, interference): 1.72100, -1.71914
  absorption at centre: 1.853e-03
  maxima at: +/-1.0005e-08 eV, height 0.9995
  window width: 8.7235e-09 eV = 3.2058e-10 hartree
  window formula for g21=0: 8.7235e-09 eV
  centre/maximum if g21 were g31: 1.0000
Control Rabi energy: 2.0e-07 eV, over g31: 10.7731
  pole positions: +/-9.9569e-08 eV, half width 9.2874e-09 eV
  centre parts (plain doublet, interference): 0.01724, -0.01722
  absorption at centre: 1.856e-05
  maxima at: +/-1.0000e-07 eV, height 0.9995
  window width: 1.8229e-07 eV = 6.6992e-09 hartree
  window formula for g21=0: 1.8229e-07 eV
  centre/maximum if g21 were g31: 0.0661
Probe Rabi energy for finite-probe check: 2.0e-10 eV
Change of peak absorption, weakest control: -0.233 percent
```
